# Electrostriction Pressure in a Clausius-Mossotti Fluid Dielectric

Q: A neutral, uniform liquid fills the gap between two electrodes. The field is uniform too, so it exerts no net force on an induced dipole. I don't see how the field can change the pressure.

A: The field at the edge of the gap is not uniform. If the gap is open to more of the liquid outside, this edge field draws polarizable fluid in and so compresses the fluid inside. To find the force we need the free energy.

Take a linear, isotropic, nonpolar fluid at uniform, fixed temperature $T$, without free charge. Let $\rho$ be its mass density and $k(\rho,T)$ its static relative permittivity. $\mathbf E$ is the macroscopic field inside the fluid, and $\mathbf D=\epsilon_0k\mathbf E$. The conductors stay in place and carry fixed charges. The field part of the free energy is

$$U=\int\frac{D^2}{2\epsilon_0k}\,dV .$$

For small changes of $\mathbf D$ and $k$,

$$\delta U=\int\left(\frac{\mathbf D\cdot\delta\mathbf D}{\epsilon_0k}-\frac{D^2}{2\epsilon_0k^2}\,\delta k\right)dV
=\int\mathbf E\cdot\delta\mathbf D\,dV-\frac{\epsilon_0}{2}\int E^2\,\delta k\,dV .$$

Q: Moving the fluid redistributes the charge on the electrodes. Why should the first integral vanish?

A: Write $\mathbf E=-\nabla\phi$. Then

$$\int\mathbf E\cdot\delta\mathbf D\,dV=-\int\nabla\cdot(\phi\,\delta\mathbf D)\,dV+\int\phi\,\nabla\cdot\delta\mathbf D\,dV .$$

The last term is zero because the fluid holds no free charge. The other becomes a surface integral. On each conductor $\phi$ is constant, and the total flux of $\delta\mathbf D$ is the change of its total charge, which is zero. Charge may move along a conductor without affecting this. The distant boundary contributes nothing if the field vanishes there.

Now displace the fluid by a small $\boldsymbol\xi(\mathbf r)$ with no normal component at the walls. Mass conservation gives $\delta\rho=-\nabla\cdot(\rho\boldsymbol\xi)$ at a fixed point. With $k_\rho=(\partial k/\partial\rho)_T$ we have $\delta k=k_\rho\,\delta\rho$, so

$$\delta U=\frac{\epsilon_0}{2}\int E^2k_\rho\,\nabla\cdot(\rho\boldsymbol\xi)\,dV
=-\frac{\epsilon_0}{2}\int\rho\,\boldsymbol\xi\cdot\nabla(E^2k_\rho)\,dV .$$

The second form follows by parts; its surface term vanishes at the walls. The work of the electric force density $\mathbf f$ is $\int\mathbf f\cdot\boldsymbol\xi\,dV=-\delta U$ for every such displacement, hence

$$\mathbf f=\frac{\epsilon_0}{2}\,\rho\,\nabla(E^2k_\rho).$$

The product rule gives $\rho\nabla(E^2k_\rho)=\nabla(E^2\rho k_\rho)-E^2k_\rho\nabla\rho$. At uniform temperature $k_\rho\nabla\rho=\nabla k$. Therefore

$$\mathbf f=\nabla\Pi-\frac{\epsilon_0}{2}E^2\nabla k,\qquad
\Pi=\frac{\epsilon_0E^2}{2}\,\rho k_\rho .$$

This is the Helmholtz force density, and $\nabla\Pi$ is its electrostriction term. A battery that fixes the voltage does not alter the force, which depends on the present field and density, not on how the charge would respond to a later displacement.

Q: You still need $k_\rho$. If $k-1$ is proportional to density, then $\rho k_\rho=k-1$ and we are done.

A: That holds for a dilute gas. In a liquid, each molecule also feels the field of the others. Let $N$ be the number density and $\alpha$ the molecular polarizability in SI units, taken independent of density. The polarization is $\mathbf P=N\alpha\mathbf F$, where $\mathbf F$ is the local field.

For $\mathbf F$, draw a sphere of radius $a$ around one molecule and treat the fluid outside as a uniformly polarized continuum. With $\theta$ measured from $\mathbf P$, the cavity wall carries the bound charge density $-P\cos\theta$. The minus sign appears because the outward normal of the dielectric points into the cavity. At the centre, the component along $\mathbf P$ of the field of this charge is

$$\int\frac{P\cos^2\theta}{4\pi\epsilon_0a^2}\,dA
=\frac{P}{4\pi\epsilon_0a^2}\,\frac{4\pi a^2}{3}=\frac{P}{3\epsilon_0}.$$

Q: And the molecules inside the sphere?

A: Their mean field is assumed to vanish. If each carries the same dipole along $z$, their summed field is proportional to $\sum(3z^2-r^2)/r^5$. Isotropic surroundings make the averages of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ equal, so the sum averages to zero. In a real liquid the dipoles fluctuate together with the positions of the neighbours, and this mean-field argument leaves that out.

Within the assumption, and with $P=\epsilon_0(k-1)E$,

$$F=E+\frac{P}{3\epsilon_0}=E\left(1+\frac{k-1}{3}\right)=\frac{k+2}{3}E .$$

Equating the two expressions for $P$ gives $\epsilon_0(k-1)E=N\alpha(k+2)E/3$, or

$$\frac{k-1}{k+2}=\frac{N\alpha}{3\epsilon_0},$$

which is the Clausius-Mossotti relation. Since $N$ is proportional to $\rho$, the differential of the right side is the right side times $d\rho/\rho$. For the left side use the quotient rule:

$$\frac{(k+2)-(k-1)}{(k+2)^2}\,dk=\frac{3\,dk}{(k+2)^2}=\frac{k-1}{k+2}\,\frac{d\rho}{\rho}.$$

Thus $\rho k_\rho=(k-1)(k+2)/3$, and

$$\boxed{\Pi=\frac{\epsilon_0E^2}{6}(k-1)(k+2)}$$

Q: Does it return to my gas formula?

A: Yes. As $k\to1$, the factor $(k+2)/3$ tends to one and $\Pi\to\epsilon_0(k-1)E^2/2$. At equal $k$ and $E$, the full result is $(k+2)/3$ times the dilute formula. Compression adds dipoles, and it also strengthens the local field that polarizes each of them.

The gas limit can be reached without the force density. An induced dipole has energy $-\alpha E^2/2$ in a dilute gas. In equilibrium with field-free gas of number density $N_r$, the Boltzmann factor gives $N=N_r\exp[\alpha E^2/(2k_BT)]$. For a small exponent the ideal-gas pressure rises by

$$k_BT(N-N_r)\simeq\frac{N_r\alpha E^2}{2}=\frac{\epsilon_0(k-1)E^2}{2},$$

because $k-1=N\alpha/\epsilon_0$ in this limit. At the other end, Clausius-Mossotti makes $k$ diverge as $N\alpha\to3\epsilon_0$. The large $\Pi$ predicted there inherits the mean-field assumption and should not be trusted.

Q: The signs trouble me. A pressure gives the force $-\nabla p$, but you have $+\nabla\Pi$. Is this a pressure or a tension?

A: In the stress tensor it is an isotropic tension $+\Pi$. It becomes a pressure through equilibrium. Let $p_0(\rho,T)$ be the pressure that the zero-field equation of state assigns to the local density. Neglecting gravity, balance requires

$$\nabla p_0=\frac{\epsilon_0}{2}\rho\nabla(E^2k_\rho).$$

Divide by $\rho$ and integrate from a field-free reservoir at pressure $p_r$ and density $\rho_r$:

$$\int_{p_r}^{p_0}\frac{dp}{\rho}=\frac{\epsilon_0}{2}E^2k_\rho=\frac{\Pi}{\rho}.$$

For constant isothermal compressibility $\beta$, $\rho=\rho_re^{\beta(p-p_r)}$. With $\Delta p=p_0-p_r$ the left side is $(1-e^{-\beta\Delta p})/(\beta\rho_r)$. Multiplying both sides by $\beta\rho=\beta\rho_re^{\beta\Delta p}$ gives

$$e^{\beta\Delta p}-1=\beta\Pi,\qquad
\Delta p=\frac{\ln(1+\beta\Pi)}{\beta}=\Pi-\frac{\beta\Pi^2}{2}+\dots$$

Here $\Pi$ is evaluated at the compressed density. To first order in compression, the ordinary pressure in the field rises by $\Pi$.

Q: Then this extra pressure must push the electrodes apart.

A: The tension must be counted as well. The total stress is

$$\sigma_{ij}=(-p_0+\Pi)\delta_{ij}+\epsilon_0k\left(E_iE_j-\tfrac12E^2\delta_{ij}\right).$$

Its last part reproduces the remaining force. With $\nabla\cdot\mathbf D=0$, its divergence is

$$D_j\partial_jE_i-\tfrac12\epsilon_0E^2\partial_ik-D_j\partial_iE_j=-\tfrac12\epsilon_0E^2\partial_ik,$$

where repeated indices are summed and $\partial_jE_i=\partial_iE_j$ because $\mathbf E$ is curl-free. For a field along the plate normal $z$,

$$\sigma_{zz}=-p_0+\Pi+\tfrac12\epsilon_0kE^2\simeq-p_r+\tfrac12\epsilon_0kE^2 .$$

The second form uses $p_0\simeq p_r+\Pi$. If the outer faces of the plates touch field-free fluid at $p_r$, the net attraction per area is $\epsilon_0kE^2/2$ to leading order. The pressure rise and the electrostrictive tension cancel in it.

The reservoir matters. Suppose instead that a rigid, sealed cell is filled uniformly at $p_r$ and the uniform field occupies all of it. The density cannot change, so $p_0$ stays at $p_r$. With $p_r$ also outside, the attraction is then $\epsilon_0kE^2/2+\Pi$.

Q: Put numbers in. Is this noticeable in an interconnect gap?

A: Take a liquid like n-decane as a fluid low-k filling, connected to a reservoir. Rough typical inputs at 298 K are $k=2.0$, density 0.73 g/cm³ and $\beta=1.1$ GPa⁻¹; the molar mass is 142.28 g/mol. A voltage of 5 V across 100 nm gives $E=0.50$ MV/cm, or $5.0\times10^7$ V/m.

The density and molar mass give $N=3.09$ nm⁻³. Clausius-Mossotti then fixes the polarizability volume:

$$\frac{\alpha}{4\pi\epsilon_0}=\frac{3}{4\pi N}\,\frac{k-1}{k+2}
=\frac{3\times0.25}{4\pi\times3.09\ \mathrm{nm^{-3}}}=0.0193\ \mathrm{nm^3}.$$

The local field is $(4/3)E=0.667$ MV/cm. Since $\epsilon_0E^2=22.1$ kPa,

$$\Pi=22.1\ \mathrm{kPa}\times\frac{1\times4}{6}=14.8\ \mathrm{kPa},$$

or 111 Torr. The dilute formula would give 11.1 kPa at the same $k$ and $E$.

The relative compression is $\beta\Pi=1.6\times10^{-5}$, and the change of $k$ is $(4/3)\beta\Pi=2.2\times10^{-5}$. The pressure is about a seventh of an atmosphere, but its effect on capacitance through $k$ is minute. The plate attraction is $\epsilon_0kE^2/2=22.1$ kPa. In the sealed cell it would be $22.1+14.8=36.9$ kPa.

Q: How far do you trust 14.8 kPa? You used the measured sort of $k$, but its slope came from a model.

A: The slope is the weak point. To see how sensitive it is to the model, replace the Lorentz field by that of a molecule in a cavity. Put a molecule with dipole $\mu$ at the centre of an empty sphere of radius $a$ in a continuum of permittivity $k$. With $m=\mu/(4\pi\epsilon_0)$, the potentials inside and outside are

$$\phi_{\rm in}=\left(-Gr+\frac{m}{r^2}\right)\cos\theta,\qquad
\phi_{\rm out}=\left(-Er+\frac{b}{r^2}\right)\cos\theta ,$$

where $G$ is the field that polarizes the molecule. Continuity of potential at $r=a$ gives $b/a^3=E-G+m/a^3$. Continuity of normal $\mathbf D$ gives $G+2m/a^3=k(E+2b/a^3)$. Eliminating $b$,

$$(2k+1)G=3kE+2(k-1)\frac{m}{a^3}.$$

Choose $a$ so that $4\pi Na^3/3=1$ at the working density, then hold $a$ fixed. Define $x=N\alpha/(3\epsilon_0)$, with working value $x_0$. Then $\alpha/(4\pi\epsilon_0a^3)=x_0$, so $m/a^3=x_0G$. Using $\epsilon_0(k-1)E=N\alpha G$,

$$k-1=\frac{9xk}{B},\qquad B=2k+1-2x_0(k-1).$$

At $k=2$ and $x=x_0=1/4$, $B=4.5$ and the equation holds, so both models start from the same liquid. Taking the logarithmic differential at fixed $x_0$,

$$\left[\frac1{k-1}-\frac1k+\frac{2-2x_0}{B}\right]dk=\frac{dx}{x}=\frac{d\rho}{\rho}.$$

The bracket is $1-0.5+1.5/4.5=0.833$, so $\rho k_\rho=1.20$ instead of 1.33. This lowers $\Pi$ to 13.3 kPa, 10% below the Clausius-Mossotti value. The whole difference comes from holding $a$ fixed. If $a$ followed the density, $x_0$ would be replaced by $x$, and the equation for $k$ would become $(k-1)(2k+1)=x(2k+1)(k+2)$, which is Clausius-Mossotti again. The cavity model is no more authoritative; the 10% shows how much the slope depends on what the cavity is assumed to do under compression. For a precise answer, use the measured isothermal slope of $k$ in $\Pi=\epsilon_0E^2\rho k_\rho/2$.

Q: Chips run warm, and 100 nm is not very many molecules across.

A: With a rough expansion coefficient of $1.05\times10^{-3}$ K⁻¹, heating from 298 to 373 K multiplies the density by $e^{-0.07875}=0.924$. At fixed $\alpha$, $x$ falls from 0.25 to 0.231. Then $k=(1+2x)/(1-x)=1.90$ and $\Pi=13.0$ kPa at the same field, 12% below its value at 298 K. The expansion coefficient grows with temperature, so the real density ratio is nearer 0.92 and the fall nearer 13%.

The mean molecular spacing is $N^{-1/3}=0.69$ nm. If two spacings at each wall are layered, they occupy 2.7% of the gap. This is a share of the gap, not a calculated error of $\Pi$.

Chain molecules also align. Assume that the polarizability volume along the chain exceeds that across it by 8 Å³, and call the SI difference $\Delta\alpha$. The Boltzmann weight is $\exp(u\cos^2\theta)$ with $u=\Delta\alpha F^2/(2k_BT)$. For small $u$, the mean of $(3\cos^2\theta-1)/2$ is $2u/15=6.4\times10^{-5}$. The mean polarizability along the field rises by $2\Delta\alpha/3$ times this, a relative change of $1.8\times10^{-5}$. For $\Pi$ that is negligible beside the uncertainty of the slope. With this assumed anisotropy, however, alignment changes $k$ itself by $(4/3)\times1.8\times10^{-5}=2.4\times10^{-5}$, about as much as the compression does. The effect scales as $\Delta\alpha^2$, and 8 Å³ is a generous value. Small-basis Hartree-Fock results for all-trans butane and hexane extrapolate to roughly 5 Å³ for decane, uncertain by some 20% from the basis. At 5 Å³ the change of $k$ from alignment is about 0.4 of that from compression.

Q: Would a real interconnect obey this model?

A: The usual interlayer dielectrics are solids, so the liquid filling is a model case. A solid resists shear, and its permittivity depends on the direction of strain; density alone does not fix its electrostriction. The formula should not be carried over merely by inserting the solid's $k$. Polar liquids also fall outside it, because their dipoles orient.

The field is high for a liquid. Against a rough breakdown field of 1 MV/cm, the example stands at one half. Tunnelling from smooth electrodes is negligible: for a triangular barrier of height $\varphi=4$ eV, the WKB factor

$$\exp\left[-\frac{4\sqrt{2m_e}\,\varphi^{3/2}}{3\hbar eE}\right]$$

is about $10^{-475}$, with $m_e$ the electron mass and $e$ the elementary charge. This is for electrons at the Fermi level. Thermal emission over the same barrier, lowered by about 0.2 eV by the image force, carries a far larger factor, about $10^{-65}$ at 298 K, which is still negligible. Sharp asperities would raise the field at the surface and both factors. Ions or injected charge would make the field nonuniform and add a direct force on free charge. The size of these effects depends on purity and electrode finish, which the model does not specify.
